# Gaussian Tails, Ghost Functions and Tunnelling Across a Vacuum Gap

Two metal electrodes face each other across a nanometre of vacuum, as in a break junction or under a tunnelling tip. A calculation with Gaussians centred on the atoms can place the electronic levels within a few meV and still give a current far too small. The current depends on a part of the wave function that contributes almost nothing to the energy. Ghost functions, which are basis functions placed in the gap without nuclei, can repair the decay. A badly chosen set can instead give a current far too large.

## The true decay

Consider one electron moving along $x$, normal to laterally uniform electrodes. Each electrode is a square well of depth $V_0$ and width $w$. The centres are $D=d+w$ apart, the gap $d$ is a flat barrier, and there is no bias. One dimension keeps the essential feature of the basis, because averaging a three-dimensional Gaussian over the lateral directions leaves its exponent unchanged:
$$\int e^{-\alpha(x^2+y^2+z^2)}\,dy\,dz=\frac{\pi}{\alpha}e^{-\alpha x^2}.$$

An isolated well has its level at $E=-\phi$. Inside, $\psi=N\cos kx$ with $k^2=2m(V_0-\phi)/\hbar^2$. Outside, $\psi=Ae^{-\kappa(|x|-w/2)}$ with $\kappa=\sqrt{2m\phi}/\hbar$. Matching value and slope at the wall gives $\tan(kw/2)=\kappa/k$, so
$$\cos^2\frac{kw}{2}=\frac{k^2}{k^2+\kappa^2}=\frac{V_0-\phi}{V_0}.$$
With $A=N\cos(kw/2)$ and $\sin(kw)/2k=(\kappa/k^2)\cos^2(kw/2)$, normalization reads
$$1=N^2\left[\frac w2+\cos^2\frac{kw}{2}\left(\frac{\kappa}{k^2}+\frac1\kappa\right)\right]=N^2\left(\frac w2+\frac1\kappa\right),$$
$$A^2=\frac{(V_0-\phi)/V_0}{w/2+1/\kappa}.$$

Two wells have an even state $\psi_+$ and an odd state $\psi_-$. Multiply each Schrödinger equation by the other state, subtract, and integrate over $x>0$. Since $\psi_+'(0)=\psi_-(0)=0$,
$$(E_--E_+)\int_0^\infty\psi_+\psi_-\,dx=\frac{\hbar^2}{2m}\psi_+(0)\psi_-'(0).$$
To leading order $\psi_\pm=(\psi_R\pm\psi_L)/\sqrt2$. The integral is then $1/2$, while $\psi_+(0)=\sqrt2Ae^{-\kappa d/2}$ and $\psi_-'(0)=\sqrt2\kappa Ae^{-\kappa d/2}$. Hence
$$\Delta\equiv E_--E_+=\frac{2\hbar^2\kappa A^2}{m}e^{-\kappa d}.$$

For the example, take $V_0=7$ eV and $w=0.23$ nm. The level is at $-4.504$ eV and $\kappa=10.87$ nm$^{-1}$, so
$$A^2=\frac{0.3566}{0.115+0.0920}=1.72\ \text{nm}^{-1}.$$
With $\hbar^2/m=2\phi/\kappa^2=0.0762$ eV nm², a gap of 1.5 nm gives
$$\Delta=2(0.0762)(10.87)(1.723)e^{-16.31}=2.36\times10^{-7}\ \text{eV}.$$
Exact matching of the double-well wave function gives the same value to the digits shown.

## What the atomic basis does

Give each well five centred Gaussians, with exponents starting at $\alpha=15$ nm$^{-2}$, each 2.5 times the one before. The logarithmic slope of $e^{-\alpha r^2}$ is $-2\alpha r$. It is steeper than the true $-\kappa$ beyond
$$r^*=\frac{\kappa}{2\alpha}=0.36\ \text{nm}.$$
The isolated wave function in this basis has 1.02 times the true tail at 0.30 nm from the centre, 0.71 at 0.50 nm and 0.021 at 0.865 nm, the midplane of the 1.5 nm gap. The energy barely registers this loss. The true probability beyond the midplane is $6.6\times10^{-9}$, and the total basis error of the level is 2.1 meV.

To find the splitting, let $c$ be the isolated-well coefficients, with $c^TS_{LL}c=1$ and level $E_G$. Mirror symmetry reduces the two-well problem to
$$(H_{LL}\pm H_{LR})c_\pm=E_\pm(S_{LL}\pm S_{LR})c_\pm .$$
The far well's potential inside $H_{LL}$ shifts both levels equally to first order and is dropped. Projecting on $c$ and keeping first order in the inter-well blocks gives $E_\pm=E_G\pm c^T(H_{LR}-E_GS_{LR})c$, so
$$\Delta_G=-2c^T(H_{LR}-E_GS_{LR})c.$$

Two Gaussians with exponents $\alpha$ and $\beta$ overlap as $e^{-\alpha\beta D^2/(\alpha+\beta)}$. The most diffuse pair therefore survives longest, with
$$S=\sqrt{\frac{\pi}{2\alpha}}\,e^{-\alpha D^2/2}.$$
Its kinetic element follows from differentiating with respect to $D$:
$$T=-\frac{\hbar^2}{2m}\frac{d^2S}{dD^2}=\frac{\hbar^2}{2m}(\alpha-\alpha^2D^2)S.$$
The product of the two functions is $e^{-\alpha D^2/2}e^{-2\alpha x^2}$ about the midplane. The wells start at $|x|=d/2$, so their potential contribution carries a further factor of order $e^{-\alpha d^2/2}$ and can be dropped at large gaps. Writing $-E_G=\hbar^2\kappa_G^2/2m$ and calling the diffuse coefficient $c_0$,
$$\Delta_G\to\frac{\hbar^2}{m}c_0^2\sqrt{\frac{\pi}{2\alpha}}\left(\alpha^2D^2-\alpha-\kappa_G^2\right)e^{-\alpha D^2/2}.$$

At $d=2.0$ nm, $D=2.23$ nm and $c_0=0.602$ nm$^{-1/2}$. The bracket is $1119-15-118=986$ nm$^{-2}$, and
$$\Delta_G=(0.0762)(0.363)(0.324)(986)e^{-37.3}\approx5.6\times10^{-16}\ \text{eV}.$$
Full diagonalization in the same basis agrees. The true splitting is $1.03\times10^{-9}$ eV.

The exponential factor has local decay rate $\alpha D$, which passes $\kappa$ at $D^*=\kappa/\alpha=0.72$ nm, a gap of about 0.5 nm. This marks a scale, not a sharp onset, since other Gaussian pairs still matter there. The ratio $\Delta_G/\Delta$ is

| gap (nm) | ratio |
|---|---|
| 0.6 | 1.01 |
| 0.8 | 0.86 |
| 1.0 | 0.42 |
| 1.5 | 0.0037 |
| 2.0 | $5.4\times10^{-7}$ |

The underestimate is thus a wide-gap result. Near the crossover the error can have either sign.

For current, attach each level to a lead that broadens it by $\Gamma$, and let $t=\Delta/2$. On resonance the off-diagonal Green function has magnitude $t/(\Gamma^2/4+t^2)$. The transmission is
$$\mathcal T=\frac{\Gamma^2t^2}{(\Gamma^2/4+t^2)^2}\approx\frac{16t^2}{\Gamma^2}\qquad(t\ll\Gamma).$$
With $\Gamma=0.5$ eV held fixed, the true splitting at 1.5 nm gives $\mathcal T=8.9\times10^{-13}$. The atomic basis gives $0.00366^2=1.3\times10^{-5}$ of that.

Adding a more diffuse atomic function postpones the failure. An extra exponent of 5 nm$^{-2}$ moves $\kappa/\alpha$ to 2.2 nm. The splitting ratio becomes 1.08 at 1.5 nm, but it is 0.23 at 3 nm and $10^{-9}$ at 5 nm.

## Why ghosts can restore the exponential

Place Gaussians of exponent $\gamma$ at $x=js$ with coefficients $e^{-\kappa js}$. Their sum is
$$\sum_je^{-\kappa js}e^{-\gamma(x-js)^2}=e^{-\kappa x}\sum_jf(x-js),\qquad f(u)=e^{\kappa u-\gamma u^2}.$$
The last sum is periodic. For an infinite row its Fourier coefficients, with $G=2\pi n/s$, are
$$\frac1s\int f(u)e^{-iGu}du=\frac1s\sqrt{\frac\pi\gamma}\,e^{(\kappa-iG)^2/4\gamma}.$$
The $n=\pm1$ terms, relative to $n=0$, produce a ripple of amplitude $2e^{-\pi^2/\gamma s^2}$. A row with modest $\gamma s^2$ can therefore represent the exponential closely.

The variational equations must also choose these coefficients. In the interior of a long row they read $\sum_n(T_n-ES_n)\lambda^n=0$ for coefficients $c_j=\lambda^j$. Here $T_n$ and $S_n$ are the kinetic and overlap elements between ghosts $n$ sites apart. Set $\lambda=e^{iqs}$. The squared Fourier transform of one ghost is proportional to $e^{-p^2/2\gamma}$, so Poisson summation turns the condition into
$$\sum_G\left[(q+G)^2+\kappa^2\right]e^{-(q+G)^2/2\gamma}=0.$$
The $G=0$ term vanishes at $q=i\kappa$. This is the physical decay, $\lambda\approx e^{-\kappa s}$. For $s\ll1/\kappa$ the other terms shift its rate by an amount of order $(4\pi^2/\kappa s^2)e^{-2\pi^2/\gamma s^2}$, which is small if $\gamma s^2$ is small enough for the chosen spacing.

A second solution lies at $q=g+i\eta$, with $g=\pi/s$. The terms $G=0$ and $G=-2g$ are then complex conjugates, and they cancel when
$$\frac{g\eta}{\gamma}=\frac\pi2+\theta,\qquad\theta=\arg\left(g^2-\eta^2+\kappa^2+2ig\eta\right).$$
The neglected exponentials are smaller by about $e^{-4\pi^2/\gamma s^2}$. Since $0<\theta<\pi$, this solution has $\eta>\gamma s/2$. It gives $\lambda=-e^{-\eta s}$, a mode of alternating sign that belongs to the ghost lattice and not to the vacuum. Adding multiples of $\pi$ to the right-hand side gives a ladder of further alternating modes with larger rates; below, $\eta$ means the slowest.

The ends of the row generally excite the physical mode and the spurious ones together. If $\eta<\kappa$, the slowest spurious mode dominates at wide gaps, however weakly it was excited.

## Two ghost rows compared

A sparse row with $\gamma=15$ nm$^{-2}$ and $s=0.30$ nm, evenly spaced between the well centres, has a ripple of only 0.13%. It looks adequate, but its spurious rate is $\eta=2.6$ nm$^{-1}$, far below $\kappa$, and the next alternating mode, at 7.9 nm$^{-1}$, is below $\kappa$ as well. The splitting ratio is 0.997 at 0.67 nm, 1.25 at 0.97 nm, $-2.5$ at 1.27 nm and 45 at 1.57 nm. A negative value means that the odd level has fallen below the even one. Going from 10 to 11 ghosts multiplies the splitting by $-0.459$, which is the predicted $-e^{-\eta s}$.

A dense row with $\gamma=200$ nm$^{-2}$ and $s=0.094$ nm, running from wall to wall, has a larger ripple, 0.73%, but $\eta=13.6$ nm$^{-1}$ exceeds $\kappa$. Its splitting ratios are 1.007 at 1.5 nm and 1.013 at 2.25 nm. The decay rate measured between these gaps is 10.86 nm$^{-1}$, against the true 10.87. Small ripple thus does not imply a fast spurious mode. The condition $\eta>\kappa$ secures the decay at arbitrarily wide gaps, but a finite gap may not need it: a wall-to-wall row with $\gamma s^2=1$ and $s=0.075$ nm has $\eta=8.2$ nm$^{-1}$ and still gives a ratio of 1.001 at 1.5 nm.

Ghost atoms carrying the full five-function set also fail here. One to four of them, evenly spaced across the 1.5 nm gap, give ratios of 93, $-26$, 109 and $-58$. The first case has a simple cause. Centred Gaussians at the midplane are even, so they cannot mix with the odd state. They lower the even level alone, by about 22 µeV. That is 1% of the 2.1 meV basis error, yet it is 93 times the true splitting. For several ghost atoms, the alternating sign suggests a spurious mode like that of the single-exponent row, but this is a conjecture. These ghost atoms carry only even, $s$-type functions. With odd, $p$-type partners of the same exponents on every centre, a midplane ghost also mixes with the odd state, and one to three ghost atoms give ratios of $-35$, $-28$ and $-92$. The failure remains, but the sign does not alternate.

## Scale in a real junction

A barrier near 4.5 eV is typical of metals, and the smallest exponent, 0.042 bohr$^{-2}$, is of the rough size used for diffuse metal valence functions. A 1.5 nm gap is wide for tunnelling microscopy. Of the corrections estimated here, the largest comes from the flat barrier. For two ideal metal planes, the classical image potential lowers the midgap barrier by $e^2\ln2/(4\pi\epsilon_0d)=0.67$ eV. A WKB estimate then raises the current by a factor of a few thousand. This is a rough size, because the classical image form fails close to the surfaces. It assumes image planes at the well edges; moving each plane by 0.05 nm changes the factor to about 500 or $3\times10^4$. A 0.1 V bias, or 0.67 MV/cm, raises the transmission of an electron at the emitter's Fermi level by a factor of 1.2. Thermal broadening at 300 K raises the current by 1.5%. Transverse motion reduces transmission by a factor $e$ at a lateral energy of about $\hbar^2\kappa/2md=0.28$ eV, so near-normal incidence dominates if such states are available. Surface structure, electron correlation and self-consistent charge are also absent, so the splittings are not predictions for a particular junction.

## What to do

Compare the centre separation with $\kappa/\alpha$, using the smallest exponent that carries appreciable weight. If the separation is larger, a converged level energy is no evidence of a reliable current. A smaller separation is no guarantee either: with the added exponent of 5 nm$^{-2}$, the splitting is already 8% off at $D=1.73$ nm, below $\kappa/\alpha=2.2$ nm.

For a uniform single-exponent row in a nearly flat barrier, choose $\gamma s^2$ near 2 or below and check that $\eta>\kappa$. The bound $\eta>\gamma s/2$ makes $\gamma s\ge2\kappa$ sufficient for the second condition. At $\gamma s^2=2$ this means $s\le1/\kappa$, about 0.09 nm here. For a much finer row, lower $\gamma s^2$ as well, because at fixed $\gamma s^2$ the shift of the physical decay rate grows roughly as $1/s^2$ for $s$ well below $1/\kappa$, until it approaches $\kappa$. At $\gamma s^2=2$ it is 0.37 nm$^{-1}$ for $s=0.02$ nm and 1.6 nm$^{-1}$ for $s=0.01$ nm. For mixed exponents or ghost atoms, first reproduce a known flat-barrier splitting, then widen the gap and vary the number of ghosts. A negative splitting, or a sign that alternates with that number, is a warning of false tunnelling, but a steady sign does not rule it out.

When the vacuum potential is known, the far tail can be replaced altogether. Take the wave function where the atomic basis is still sound, continue it with the vacuum solution, and use the midplane flux formula. In this example, joining at 0.30 nm from the centre, where the amplitude is 1.02 times the true one, would give a splitting error of about 4%, since $\Delta$ scales as the amplitude squared. The joining point should lie inside $r^*$: at 0.40 nm the error is $-10\%$ and at 0.45 nm $-28\%$. The numerical output below lists the remaining values.

## Computed values

```
well depth V0: 7 eV
well width w: 0.23 nm
exact isolated level: -4.5038 eV
decay constant kappa: 10.872 1/nm
squared wall amplitude A^2: 1.7229 1/nm
atomic exponents (1/nm^2): 15, 37.5, 93.75, 234.38, 585.94
smallest exponent in atomic units: 0.042 1/bohr^2
basis error of isolated level: 2.08 meV
slope crossover r* = kappa/(2 alpha): 0.362 nm
separation D* = kappa/alpha: 0.725 nm
tail ratio basis/exact at r = 0.300 nm: 1.02
tail ratio basis/exact at r = 0.500 nm: 0.712
tail ratio basis/exact at r = 0.865 nm: 0.0213
exact weight beyond midplane: 6.55e-09
gap 0.4 nm: exact 0.03689 eV, basis 0.03683 eV, ratio 0.998
gap 0.6 nm: exact 0.004192 eV, basis 0.004235 eV, ratio 1.01
gap 0.8 nm: exact 0.0004765 eV, basis 0.0004079 eV, ratio 0.856
gap 1.0 nm: exact 5.416e-05 eV, basis 2.271e-05 eV, ratio 0.419
gap 1.5 nm: exact 2.359e-07 eV, basis 8.624e-10 eV, ratio 0.00366
gap 2.0 nm: exact 1.028e-09 eV, basis 5.591e-16 eV, ratio 5.44e-07
midplane-flux splitting at 1.5 nm: 2.359e-07 eV
diffuse coefficient c0: 0.6022 nm^-1/2
Gaussian-law splitting at 2.0 nm: 5.591e-16 eV
ratio with added exponent 5 1/nm^2, gap 1.5 nm: 1.08
ratio with added exponent 5 1/nm^2, gap 3.0 nm: 0.226
ratio with added exponent 5 1/nm^2, gap 5.0 nm: 1.09e-09
ratio at 1.5 nm with 1 full ghost atoms: 92.89
ratio at 1.5 nm with 2 full ghost atoms: -26.24
ratio at 1.5 nm with 3 full ghost atoms: 109.1
ratio at 1.5 nm with 4 full ghost atoms: -57.99
sparse chain, 2 ghosts, gap 0.67 nm, ratio: 0.9968
sparse chain, 3 ghosts, gap 0.97 nm, ratio: 1.246
sparse chain, 4 ghosts, gap 1.27 nm, ratio: -2.54
sparse chain, 5 ghosts, gap 1.57 nm, ratio: 45.03
sparse chain, 6 ghosts, gap 1.87 nm, ratio: -530.4
sparse chain, 11 ghosts, gap 3.37 nm, ratio: 1.313e+08
sparse chain spacing: 0.3 nm
sparse chain spurious rate eta: 2.595 1/nm
sparse chain splitting factor per added ghost: -0.4591
dense chain, 17 ghosts, gap 1.50 nm, ratio: 1.0066
dense chain, 25 ghosts, gap 2.25 nm, ratio: 1.0127
dense chain: exponent 200 1/nm^2, spacing 0.09375 nm
dense chain rates (1/nm): measured 10.864, lattice 10.864, spurious 13.63
sparse chain relative ripple: 0.00134
dense chain relative ripple: 0.00729
level broadening Gamma: 0.5 eV
exact-model transmission at 1.5 nm: 8.906e-13
conductance ratio basis/exact at 1.5 nm: 1.34e-05
image lowering at midgap: 0.665 eV
current factor from image potential (WKB): 3.69e+03
field at 0.1 V bias: 0.667 MV/cm
current factor from 0.1 V bias (WKB): 1.2
current factor from temperature, 300 K: 1.015
transverse energy spread hbar^2 kappa/(2 m d): 0.276 eV
```
